# Residual resistivity from resonant s-wave impurities in a monovalent metal: test program

```python
# Result under test: in a monovalent free-electron metal, an atomic fraction c of
# impurities with only an s-wave phase shift pi/2 adds the resistivity
#     delta_rho = 4 pi hbar c / (e^2 kF),
# about 3.8 microohm cm per atomic percent for kF = 1.36 inverse angstrom.
# Symbols: kF Fermi wavenumber, n electron density, delta_l phase shifts,
# sigma_tr transport cross-section, Z displaced electrons per impurity.
# SI units are used except in the radial problems, which use Hartree atomic units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import eval_legendre, spherical_jn, spherical_yn

hbar, e, m_e = const.hbar, const.e, const.m_e
MICROOHM_CM = 1e-8                       # in ohm metre
kF = 1.36e10                             # 1/m
fraction = 0.01                          # impurity atoms per atom
temperature = 300.0                      # K
rho_host = 1.7 * MICROOHM_CM             # rough room-temperature copper value
film_thickness = 100e-9                  # m

n = kF**3 / (3 * np.pi**2)
n_imp = fraction * n


def sigma_transport(phases, k):
    """Transport cross-section from the partial-wave sum."""
    d = np.append(phases, 0.0)
    l = np.arange(len(phases))
    return 4 * np.pi / k**2 * np.sum((l + 1) * np.sin(d[:-1] - d[1:])**2)


def rho_from_cross_section(phases):
    return n_imp * hbar * kF * sigma_transport(phases, kF) / (n * e**2)


def rho_boltzmann(phases, mass):
    """Solve the linearised Boltzmann equation on the Fermi sphere."""
    x, w = np.polynomial.legendre.leggauss(24)
    azimuth = 2 * np.pi * np.arange(32) / 32
    s = np.sqrt(1 - x**2)
    cos_angle = (x[:, None, None] * x[None, :, None]
                 + s[:, None, None] * s[None, :, None] * np.cos(azimuth))
    amplitude = sum((2 * l + 1) * np.exp(1j * d) * np.sin(d)
                    * eval_legendre(l, cos_angle)
                    for l, d in enumerate(phases)) / kF
    differential = np.mean(np.abs(amplitude)**2, axis=2)
    velocity = hbar * kF / mass
    gain = n_imp * velocity * 2 * np.pi * differential * w[None, :]
    collision = gain - np.diag(gain.sum(axis=1))
    field = 1.0
    shift = np.linalg.lstsq(collision, e * field * velocity * x, rcond=1e-10)[0]
    states = mass * kF / (np.pi**2 * hbar**2)
    current = -e * states * velocity * 0.5 * np.sum(w * x * shift)
    return field / current


# Electron density: count plane waves in a periodic box, two spins per wave.
radius = 40.5
g = np.arange(-41, 42)
inside = (g[:, None, None]**2 + g[None, :, None]**2 + g**2) <= radius**2
box_side = 2 * np.pi * radius / kF
n_counted = 2 * inside.sum() / box_side**3
assert abs(n_counted / n - 1) < 5e-3     # surface fluctuation of the count

# Transport cross-section and resistivity against the Boltzmann solution.
mixed = np.array([0.9, 0.4, -0.3])
for mass in (m_e, 1.5 * m_e):
    assert abs(rho_boltzmann(mixed, mass) / rho_from_cross_section(mixed) - 1) < 1e-8
s_only = np.array([np.pi / 2])
delta_rho = 4 * np.pi * hbar * fraction / (e**2 * kF)
rho_numeric = rho_boltzmann(s_only, m_e)
rho_heavy = rho_boltzmann(s_only, 1.5 * m_e)
assert abs(rho_numeric / delta_rho - 1) < 1e-8
assert abs(rho_heavy / delta_rho - 1) < 1e-8
per_percent = delta_rho / MICROOHM_CM / (100 * fraction)
assert abs(per_percent - 3.8) < 0.05

# Screened Coulomb impurity -exp(-q r)/r, with q fixed by Z = 1.
bohr = const.physical_constants["Bohr radius"][0]
k_au = kF * bohr
ls = np.arange(8)


def screened_phases(q):
    """Phase shifts from outward integration of the radial equation."""
    r_start, r_end = 1e-3, 25.0

    def slope(r, y):
        u, du = y[:8], y[8:]
        return np.concatenate(
            (du, (ls * (ls + 1) / r**2 - 2 * np.exp(-q * r) / r - k_au**2) * u))

    start = np.concatenate((np.ones(8), (ls + 1) / r_start - 1 / (ls + 1)))
    y = solve_ivp(slope, (r_start, r_end), start, method="DOP853",
                  rtol=1e-9, atol=1e-12).y[:, -1]
    u, du = y[:8], y[8:]
    z = k_au * r_end
    j, y_n = spherical_jn(ls, z), spherical_yn(ls, z)
    dj = k_au * (j + z * spherical_jn(ls, z, derivative=True))
    dy = k_au * (y_n + z * spherical_yn(ls, z, derivative=True))
    tangent = (du * z * j - u * dj) / (du * z * y_n - u * dy)
    return np.mod(np.arctan(tangent) + np.pi / 4, np.pi) - np.pi / 4


def friedel_sum(phases):
    return 2 / np.pi * np.sum((2 * ls + 1) * phases)


q_screen = brentq(lambda q: friedel_sum(screened_phases(q)) - 1, 0.85, 2.5, xtol=1e-7)
phases = screened_phases(q_screen)

# Independent count of displaced electrons from levels in a large sphere.
step = 0.02
r = step * np.arange(1, 4000)


def level_index(l, potential):
    """Smooth number of radial levels below the Fermi energy."""
    diagonal = 1 / step**2 + l * (l + 1) / (2 * r**2) + potential
    off = np.full(len(r) - 1, -0.5 / step**2)
    levels = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                              select="i", select_range=(0, 31))
    return float(CubicSpline(levels, np.arange(1, 33))(k_au**2 / 2))


well = -np.exp(-q_screen * r) / r
index_shift = np.array([level_index(l, well) - level_index(l, 0 * r) for l in ls])
displaced = np.sum(2 * (2 * ls + 1) * index_shift)
assert abs(index_shift[0] - phases[0] / np.pi) < 1e-3   # finite grid step
assert abs(displaced - 1) < 5e-3                        # finite grid step
rho_screened = rho_from_cross_section(phases)
assert abs(rho_boltzmann(phases, m_e) / rho_screened - 1) < 1e-8
assert rho_screened < delta_rho

# Scales of the worked example.
v_F = hbar * kF / m_e
E_F = (hbar * kF)**2 / (2 * m_e)
sigma_s = sigma_transport(s_only, kF)
path = 1 / (n_imp * sigma_s)
tau = path / v_F

# Thermal smearing with delta_0 held at pi/2: conductivity varies as energy squared.
t = const.k * temperature / E_F
mu = 1 - np.pi**2 * t**2 / 12
thermal_sigma = quad(lambda x: (mu + t * x)**2 / (4 * np.cosh(x / 2)**2),
                     -40, 40, points=[0], epsabs=1e-12)[0]
thermal_change = 1 / thermal_sigma - 1
density_change = (1 + fraction)**(-4 / 3) - 1


def path_from_rho(rho):
    return hbar * kF / (n * e**2 * rho)


def film_factor(mean_path):
    """Film to bulk conductivity for fully diffuse surfaces."""
    a = mean_path / film_thickness
    return quad(lambda c: 1.5 * (1 - c**2)
                * (1 - a * c * (1 - np.exp(-1 / (a * c)))), 0, 1)[0]


host_path = path_from_rho(rho_host)
a_host = host_path / film_thickness
direct = dblquad(lambda depth, c: 1.5 * (1 - c**2)
                 * (1 - np.exp(-depth / (a_host * c))), 0, 1, 0, 1,
                 epsabs=1e-7, epsrel=1e-7)[0]
assert abs(direct - film_factor(host_path)) < 1e-5
rho_total = rho_host + delta_rho
film_host = rho_host / film_factor(host_path)
film_total = rho_total / film_factor(path_from_rho(rho_total))
film_increment = film_total - film_host

print("INPUTS")
print(f"Fermi wavenumber: {kF*1e-10:.2f} 1/angstrom")
print(f"impurity content: {100*fraction:.1f} at.%")
print(f"temperature: {temperature:.0f} K")
print(f"host resistivity (rough): {rho_host/MICROOHM_CM:.1f} microohm cm")
print(f"film thickness: {film_thickness*1e9:.0f} nm")
print("MAIN RESULT")
print(f"hbar/e^2: {hbar/e**2:.1f} ohm")
print(f"electron density: {n*1e-6:.3e} 1/cm^3")
print(f"counted density / formula: {n_counted/n:.4f}")
print(f"impurity density: {n_imp*1e-6:.3e} 1/cm^3")
print(f"Fermi velocity: {v_F*100:.3e} cm/s")
print(f"Fermi energy: {E_F/e:.2f} eV")
print(f"s-only transport cross-section: {sigma_s*1e20:.3f} angstrom^2")
print(f"impurity mean free path: {path*1e9:.2f} nm")
print(f"impurity scattering time: {tau*1e15:.2f} fs")
print(f"added resistivity, formula: {delta_rho/MICROOHM_CM:.3f} microohm cm")
print(f"added resistivity, Boltzmann matrix: {rho_numeric/MICROOHM_CM:.3f} microohm cm")
print(f"same with mass 1.5 m_e: {rho_heavy/MICROOHM_CM:.3f} microohm cm")
print(f"per atomic percent: {per_percent:.3f} microohm cm/at.%")
print(f"host plus impurities: {rho_total/MICROOHM_CM:.2f} microohm cm")
print("SCREENED COULOMB IMPURITY WITH Z = 1")
print(f"screening constant: {q_screen/(bohr*1e10):.3f} 1/angstrom")
for l in range(4):
    print(f"phase shift l={l}: {phases[l]:.4f} rad")
print(f"Friedel sum from phase shifts: {friedel_sum(phases):.4f} electrons")
print(f"displaced charge from box levels: {displaced:.4f} electrons")
print(f"added resistivity at this content: {rho_screened/MICROOHM_CM:.3f} microohm cm")
print(f"ratio to s-only value: {rho_screened/delta_rho:.3f}")
print("OTHER NEGLECTED EFFECTS")
print(f"kF times impurity mean free path: {kF*path:.1f}")
print(f"multiple-scattering scale 1/(kF path): {100/(kF*path):.2f} %")
print(f"thermal change of added resistivity: {100*thermal_change:.4f} %")
print(f"change if solute electrons join the sea: {100*density_change:.2f} %")
print(f"host mean free path: {host_path*1e9:.1f} nm")
print(f"film resistivity without impurities: {film_host/MICROOHM_CM:.3f} microohm cm")
print(f"film resistivity with impurities: {film_total/MICROOHM_CM:.3f} microohm cm")
print(f"impurity increment in film: {film_increment/MICROOHM_CM:.3f} microohm cm")
print(f"film increment / bulk increment: {film_increment/delta_rho:.4f}")
print("checks complete")
```

Output:

```
INPUTS
Fermi wavenumber: 1.36 1/angstrom
impurity content: 1.0 at.%
temperature: 300 K
host resistivity (rough): 1.7 microohm cm
film thickness: 100 nm
MAIN RESULT
hbar/e^2: 4108.2 ohm
electron density: 8.496e+22 1/cm^3
counted density / formula: 1.0004
impurity density: 8.496e+20 1/cm^3
Fermi velocity: 1.574e+08 cm/s
Fermi energy: 7.05 eV
s-only transport cross-section: 6.794 angstrom^2
impurity mean free path: 17.32 nm
impurity scattering time: 11.00 fs
added resistivity, formula: 3.796 microohm cm
added resistivity, Boltzmann matrix: 3.796 microohm cm
same with mass 1.5 m_e: 3.796 microohm cm
per atomic percent: 3.796 microohm cm/at.%
host plus impurities: 5.50 microohm cm
SCREENED COULOMB IMPURITY WITH Z = 1
screening constant: 2.190 1/angstrom
phase shift l=0: 1.0950 rad
phase shift l=1: 0.1156 rad
phase shift l=2: 0.0190 rad
phase shift l=3: 0.0036 rad
Friedel sum from phase shifts: 1.0000 electrons
displaced charge from box levels: 0.9999 electrons
added resistivity at this content: 2.689 microohm cm
ratio to s-only value: 0.709
OTHER NEGLECTED EFFECTS
kF times impurity mean free path: 235.6
multiple-scattering scale 1/(kF path): 0.42 %
thermal change of added resistivity: -0.0022 %
change if solute electrons join the sea: -1.32 %
host mean free path: 38.7 nm
film resistivity without impurities: 1.983 microohm cm
film resistivity with impurities: 5.754 microohm cm
impurity increment in film: 3.771 microohm cm
film increment / bulk increment: 0.9934
checks complete
```
